# Group Velocity and Density of States of a Kane Band

## Fast electrons in a narrow-gap band

In many III–V semiconductors the conduction electrons are light. A small mass means that the band rises steeply from its minimum, so an electron driven by a strong field, or placed in a heavily filled band, can have an energy that is no longer small compared with the gap. The parabolic relation $E=\hbar^2k^2/(2m)$ then overestimates how fast the energy grows with wavevector. Two quantities used in many transport calculations change with it: the speed of an electron at a given energy, and the number of states available there.

Let $E$ be measured from the conduction-band edge and let $\mathbf k$ be measured from the wavevector of that edge. We treat one spherical valley with twofold spin degeneracy, in which

$$
E(1+\alpha E)=\gamma,\qquad \gamma\equiv\frac{\hbar^2k^2}{2m}. \tag{1}
$$

Here $k=|\mathbf k|$, $m$ is the effective mass at the band edge, and $\alpha>0$, the nonparabolicity, has the dimension of inverse energy. The quantity $\gamma$ is the energy that a parabolic band of the same edge mass would have at the same $k$. Equation (1) is the Kane dispersion.

## Where the dispersion comes from

The form of (1) follows from a small model of two band edges coupled by the crystal momentum. Expand the periodic part of the Bloch function in one s-like state at energy $0$, with amplitude $a$, and three p-like states at energy $-E_g$, with amplitudes $b_x,b_y,b_z$. By cubic symmetry the momentum operator couples the s-like state to each p-like state with the same strength, so the coupling is $iPk_i$ with a real constant $P$ of dimension energy times length. We omit spin-orbit coupling, the free-electron kinetic term and all remote bands. The eigenvalue equations are

$$
Ea=iP\,\mathbf k\cdot\mathbf b,\qquad
E\,\mathbf b=-E_g\mathbf b-iP\mathbf k\,a. \tag{2}
$$

For $E\neq-E_g$ the second equation gives $\mathbf b=-iP\mathbf k\,a/(E+E_g)$. Inserting this in the first, and using $i(-i)=1$, we obtain

$$
Ea=\frac{P^2k^2}{E+E_g}\,a .
$$

The amplitude $a$ cannot vanish here, since $\mathbf b$ would vanish with it. Therefore

$$
E(E+E_g)=P^2k^2. \tag{3}
$$

This quadratic supplies two of the four eigenvalues. The other two belong to $a=0$ and $\mathbf k\cdot\mathbf b=0$; they stay at $-E_g$ for every $\mathbf k$. These bands are flat because the free-electron term and the remote bands were left out, and they are not a realistic picture of heavy holes. For the conduction band, division of (3) by $E_g$ gives

$$
E\left(1+\frac{E}{E_g}\right)=\frac{P^2k^2}{E_g}.
$$

Comparison with (1) identifies

$$
\alpha=\frac1{E_g},\qquad m=\frac{\hbar^2E_g}{2P^2}. \tag{4}
$$

The same coupling that makes the electron light also bends the band: as $E$ grows, the state acquires more p-like character. In fuller models $\alpha$ need not equal $1/E_g$, and the omitted terms are not negligible in real III–V compounds. For $m=0.05\,m_e$ and $E_g=0.8$ eV, restoring the free-electron term at fixed edge mass and gap lowers $\alpha E_g$ near the edge to about 0.90 and lowers the density of states by about 5% at 0.2 eV and 10% at 0.4 eV. Adding a spin-orbit splitting of 0.33 eV gives $\alpha E_g\approx0.83$ and reductions of about 8% and 14%. For a real material, $\alpha$ should therefore be fitted to its band, and the numbers in the example below describe the model only. The derivations below use (1) with $\alpha$ and $m$ as independent parameters, and need (4) only where $P$ or $E_g$ appears.

Equation (1) is the quadratic $\alpha E^2+E-\gamma=0$. Its two roots have opposite signs for $\gamma>0$, because their product is $-\gamma/\alpha$. The conduction band is the nonnegative root,

$$
E(k)=\frac{\sqrt{1+4\alpha\gamma}-1}{2\alpha}. \tag{5}
$$

Multiplying by $2\alpha$ and adding 1 gives a combination that will recur:

$$
s\equiv1+2\alpha E=\sqrt{1+4\alpha\gamma}. \tag{6}
$$

## Group velocity

A wave packet is a superposition of Bloch waves with phases $\mathbf k\cdot\mathbf r-E(\mathbf k)t/\hbar$. Its envelope is centred where the phase is stationary with respect to $\mathbf k$. For a packet that starts at the origin this means $\mathbf r=t\,\nabla_{\mathbf k}E/\hbar$, so the group velocity is

$$
\mathbf v=\frac1\hbar\nabla_{\mathbf k}E. \tag{7}
$$

There is no need to differentiate the square root in (5). The gradient of the left side of (1) is $(1+2\alpha E)\nabla_{\mathbf k}E$, by the chain rule, and the gradient of $k^2$ is $2\mathbf k$. Hence

$$
(1+2\alpha E)\nabla_{\mathbf k}E=\frac{\hbar^2\mathbf k}{m},
$$

and (7) gives

$$
\mathbf v=\frac{\hbar\mathbf k}{m(1+2\alpha E)}. \tag{8}
$$

The velocity is parallel to $\mathbf k$ because the band is spherical. To express its magnitude through the energy, solve (1) for the wavevector, $\hbar k=\sqrt{2mE(1+\alpha E)}$, and insert it in (8):

$$
v(E)=\frac{1}{1+2\alpha E}\sqrt{\frac{2E(1+\alpha E)}{m}}. \tag{9}
$$

Two effects compete in this formula. At a given energy the Kane electron has a larger $k$ than the parabolic one, which puts the factor $1+\alpha E$ under the root. The band is also less steep at a given $k$, which puts $1+2\alpha E$ in the denominator. The second effect wins for every $E>0$, since $(1+2\alpha E)^2=1+4\alpha E+4\alpha^2E^2$ exceeds $1+\alpha E$.

Equation (8) says that the ratio of crystal momentum to velocity is $\hbar k/v=ms$. This is not the mass that governs acceleration along $\mathbf k$. To find that one, write $v=\hbar k/(ms)$ and differentiate:

$$
\frac{dv}{dk}=\frac{\hbar}{m}\left(\frac1s-\frac{k}{s^2}\frac{ds}{dk}\right).
$$

From (6), $s^2=1+2\alpha\hbar^2k^2/m$, so $2s\,ds/dk=4\alpha\hbar^2k/m$ and $k\,ds/dk=(s^2-1)/s$. Therefore

$$
\frac{dv}{dk}=\frac{\hbar}{ms}\left(1-\frac{s^2-1}{s^2}\right)=\frac{\hbar}{ms^3}. \tag{10}
$$

A force along $\mathbf k$ changes $\hbar k$ at a rate equal to the force, so the longitudinal acceleration mass is $ms^3$. The derivative (10) is positive: the speed keeps rising with energy, but ever more slowly.

## Density of states

Let the crystal be a large cube of side $L$ and volume $V=L^3$, with periodic boundary conditions. Each component of $\mathbf k$ is then a multiple of $2\pi/L$, and each allowed wavevector occupies a volume $(2\pi)^3/V$ in $\mathbf k$ space. Since $E$ increases with $k$, the states below energy $E$ fill a sphere of radius $k(E)$. With a factor 2 for spin, their number per unit volume is

$$
n(E)=\frac{2}{V}\,\frac{4\pi k^3/3}{(2\pi)^3/V}=\frac{k^3}{3\pi^2}. \tag{11}
$$

Replacing the count of discrete points by a volume requires a sphere that contains many points. With $k^2=2m\gamma/\hbar^2$,

$$
n(E)=\frac1{3\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\left[E(1+\alpha E)\right]^{3/2}. \tag{12}
$$

The density of states $g(E)$ is the number of states per unit volume and unit energy, $g=dn/dE$. The derivative of $\gamma^{3/2}$ is $\tfrac32\gamma^{1/2}\,d\gamma/dE$, and $d\gamma/dE=1+2\alpha E$. The factor $\tfrac32$ turns $1/(3\pi^2)$ into $1/(2\pi^2)$:

$$
g(E)=\frac1{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
\sqrt{E(1+\alpha E)}\,(1+2\alpha E). \tag{13}
$$

Nonparabolicity increases $g$ in two ways. The area of the sphere of constant energy, proportional to $k^2$, is larger than in the parabolic band by the factor $1+\alpha E$. The shell between $E$ and $E+dE$ is thicker, because the band is less steep, by the factor $(1+2\alpha E)/\sqrt{1+\alpha E}$, the inverse of the velocity reduction in (9). The product of the two is the factor $\sqrt{1+\alpha E}\,(1+2\alpha E)$ contained in (13).

The link with velocity becomes explicit when (11) is differentiated through $k$. Since $dE/dk=\hbar v$,

$$
g=\frac{k^2}{\pi^2}\frac{dk}{dE}=\frac{k^2}{\pi^2\hbar v},
\qquad
gv=\frac{k^2}{\pi^2\hbar}=\frac{2m}{\pi^2\hbar^3}E(1+\alpha E). \tag{14}
$$

At a given $k$, a lower speed thus means a higher density of states, but the product $gv$ depends only on the size of the constant-energy sphere. This product measures the flow of electrons through a plane. If all states at energy $E$ are occupied, the flux per unit energy from one side is $gv$ times the average of $\cos\theta$ over directions, with only the forward hemisphere contributing. That average is $\frac12\int_0^1\mu\,d\mu=\frac14$, where $\mu=\cos\theta$. The one-sided flux is therefore $gv/4$, and nonparabolicity raises it by the factor $1+\alpha E$ at fixed energy, although each electron moves more slowly.

## The parabolic limit

For $\alpha=0$, equations (9) and (13) become

$$
v_0(E)=\sqrt{\frac{2E}{m}},\qquad
g_0(E)=\frac1{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt E. \tag{15}
$$

At fixed nonzero $\alpha$, the limit $E\to0$ must be stated through ratios, because $v$, $g$, $v_0$ and $g_0$ all vanish at the edge. With $x=\alpha E$,

$$
\frac{v}{v_0}=\frac{\sqrt{1+x}}{1+2x},\qquad
\frac{g}{g_0}=\sqrt{1+x}\,(1+2x). \tag{16}
$$

Both ratios tend to 1 as $x\to0$, which is the required limit. The rate of approach follows from

$$
\sqrt{1+x}=1+\frac x2-\frac{x^2}{8}+O(x^3),\qquad
\frac1{1+2x}=1-2x+4x^2+O(x^3).
$$

In the velocity ratio the linear coefficient is $\frac12-2=-\frac32$, and the quadratic one is $4-1-\frac18=\frac{23}8$. In the density-of-states ratio they are $\frac12+2=\frac52$ and $1-\frac18=\frac78$. Thus

$$
\frac{v}{v_0}=1-\frac32x+\frac{23}8x^2+O(x^3),\qquad
\frac{g}{g_0}=1+\frac52x+\frac78x^2+O(x^3). \tag{17}
$$

The condition for parabolic behaviour is $\alpha E\ll1$, and to leading order the density of states departs from it faster than the velocity does.

These coefficients compare the two bands at the same energy. A comparison at the same wavevector gives a different one. The parabolic velocity at given $k$ is $\hbar k/m$, so (8) yields

$$
\frac{v}{\hbar k/m}=\frac1{1+2x}=1-2x+O(x^2), \tag{18}
$$

where $x$ is still $\alpha$ times the Kane energy. The difference arises because the parabolic electron at the same $k$ has the higher energy $\gamma=E(1+x)$. Its velocity exceeds $v_0(E)$ by the factor $\sqrt{1+x}$, which accounts for the missing $x/2$. A correction taken from (17) must therefore not be applied at fixed $k$.

## The opposite limit

Squaring (9) and using (6) in the form $4\alpha\gamma=s^2-1$, we find

$$
v^2=\frac{2\gamma}{ms^2}=\frac1{2m\alpha}\left[1-\frac1{(1+2\alpha E)^2}\right]. \tag{19}
$$

As $\alpha E$ grows, the speed approaches from below

$$
v_\infty=\frac1{\sqrt{2m\alpha}}. \tag{20}
$$

For the four-state model, (4) gives $2m\alpha=\hbar^2/P^2$ and hence $v_\infty=P/\hbar$. This agrees with (3), which becomes $E\approx Pk$ when $E\gg E_g$: the band turns linear. In the same regime $\sqrt{E(1+\alpha E)}\approx\sqrt\alpha\,E$ and $1+2\alpha E\approx2\alpha E$, so (13) grows as $E^2$ instead of $\sqrt E$.

This limit belongs to the model. A band in a crystal is periodic in $\mathbf k$ and cannot rise linearly without end; well before that, the omitted free-electron term, remote bands, direction dependence and additional valleys can invalidate (1). With the free-electron term restored at fixed edge mass and gap, the band of the example below already exceeds $v_\infty$ at about 0.6 eV. Nor is $v_\infty$ the saturated drift velocity of a device. Drift velocity is an average over an electron distribution shaped by scattering, whereas $v_\infty$ bounds the speed of a single Bloch state in this dispersion.

## A worked example

Take the round model parameters $m=0.05\,m_e$, where $m_e$ is the free-electron mass, and $E_g=0.8$ eV. Equation (4) gives $\alpha=1/0.8=1.25\ \mathrm{eV^{-1}}$. The remaining constants are

$$
\frac{\hbar^2}{2m}=0.7620\ \mathrm{eV\,nm^2},\qquad
\frac1{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
=7.616\times10^{19}\ \mathrm{eV^{-3/2}\,cm^{-3}}.
$$

At $E=0.2$ eV we have $\alpha E=0.25$, so $\gamma=0.2\times1.25=0.25$ eV and $s=1.5$. The wavevector is

$$
k=\sqrt{\frac{0.25}{0.7620}}\ \mathrm{nm^{-1}}=0.573\ \mathrm{nm^{-1}}.
$$

The parabolic velocity at this energy is $v_0=1.186\times10^6$ m/s, and (16) gives

$$
v=\frac{\sqrt{1.25}}{1.5}\,v_0=0.745\,v_0=8.84\times10^5\ \mathrm{m/s}.
$$

For the density of states, $g_0=7.616\times10^{19}\sqrt{0.2}=3.41\times10^{19}\ \mathrm{eV^{-1}\,cm^{-3}}$, and

$$
g=\sqrt{1.25}\times1.5\,g_0=1.677\,g_0
=5.71\times10^{19}\ \mathrm{eV^{-1}\,cm^{-3}}.
$$

The same arithmetic at other energies gives the following values, with $v$ in $10^5$ m/s and $g$ in $10^{19}\ \mathrm{eV^{-1}\,cm^{-3}}$.

| $E$ (eV) | $v$ | $v_0$ | $g$ | $g_0$ |
|---|---|---|---|---|
| 0.01 | 2.60 | 2.65 | 0.786 | 0.762 |
| 0.10 | 7.12 | 8.39 | 3.19 | 2.41 |
| 0.20 | 8.84 | 11.86 | 5.71 | 3.41 |
| 0.40 | 10.27 | 16.78 | 11.80 | 4.82 |

At 0.01 eV, where $\alpha E=0.0125$, the velocity is 1.8% below its parabolic value and the density of states 3.1% above. The linear terms of (17) predict 1.9% and 3.1%. At 0.4 eV, where $\alpha E=0.5$, the velocity has fallen to 0.61 of the parabolic value and the density of states has risen to 2.45 times it. The linear terms alone would give 0.25 and 2.25, so the linear terms are no substitute for (16) there.

The limiting speed (20) is $1.186\times10^6$ m/s, the same number as $v_0$ at 0.2 eV. This is a consequence of the chosen energy: $\sqrt{2E/m}=1/\sqrt{2m\alpha}$ when $E=1/(4\alpha)$, which is 0.2 eV here. Above that energy the parabolic formula assigns the electron a speed that no state of the Kane band possesses.

If the band is filled up to 0.2 eV at zero temperature, (11) gives the electron density

$$
n=\frac{(0.573\ \mathrm{nm^{-1}})^3}{3\pi^2}
=6.35\times10^{18}\ \mathrm{cm^{-3}}.
$$

The parabolic band filled to the same energy holds $4.54\times10^{18}\ \mathrm{cm^{-3}}$. The ratio is $(1+\alpha E)^{3/2}=1.25^{3/2}=1.40$, as (12) requires. Read in the other direction, a given density fills the Kane band to a lower energy than the parabolic one.

The continuum step behind (11) can be examined by counting states in a finite crystal. For a cube of side 800 nm, one lists the allowed wavevectors, obtains their energies by numerical diagonalization of (2), and counts those in a window 0.02 eV wide centred on the chosen energy. With spin included, and after division by the volume and the window width, the count gives $3.19$, $5.69$ and $11.78$ in units of $10^{19}\ \mathrm{eV^{-1}\,cm^{-3}}$ at 0.1, 0.2 and 0.4 eV. The largest departure from (13) is 0.3% of the formula's value, at 0.2 eV.

The window width explains little of that departure. Averaging a smooth $g$ over a window of width $w$ changes it by about $w^2g''/24$. Differentiating (13) twice gives $g''/g=3\alpha/\gamma-s^2/(4\gamma^2)$, which is $15-9=6\ \mathrm{eV^{-2}}$ at 0.2 eV. The relative change is then $6\times(0.02)^2/24=10^{-4}$, or 0.01%. The rest is the difference between a number of discrete points and the volume of the shell that contains them, which is what (11) neglects.
